# Angular correction for photoelectron intensities from an unpolarised source

## What has to be decided

A calculation that turns photoelectron peak areas into amounts of material must decide whether to divide each area by an angular factor, and which one. A subshell cross-section integrated over all emission directions counts every emitted electron, whereas an analyser collects electrons near one direction. Write the area of peak \(i\) as

\[
I_i=K\,N_i\,\sigma_i\,W_i(\gamma)\,\eta_i ,
\]

where \(K\) is common to all peaks, \(N_i\) is the density of emitting atoms, \(\sigma_i\) the angle-integrated cross-section, and \(\eta_i\) the analyser transmission and escape depth. The factor \(W_i\) is the intensity in the analyser direction divided by its mean over the sphere. For an unpolarised source it is

\[
W(\gamma)=1-\frac{\beta}{4}\left(3\cos^2\gamma-1\right). \tag{1}
\]

Here \(\gamma\) is the angle between the direction of photon travel and the electron direction, and \(\beta\) is the asymmetry parameter of the subshell. The factor may be left out when \(3\cos^2\gamma=1\), subject to the conditions below.

An instrument drawing may instead give the angle \(\psi\) between the lines from the sample to the source and to the analyser. The photon travels from source to sample, so \(\gamma=180^\circ-\psi\). Equation (1) contains only \(\cos^2\gamma\) and is the same for \(\psi\) and \(\gamma\); the photon-momentum correction treated later is not.

If a sensitivity factor was measured on an instrument at angle \(\gamma_1\), it already contains \(W(\gamma_1)\). To use it at \(\gamma_2\), multiply it by \(W(\gamma_2)/W(\gamma_1)\), not by \(W(\gamma_2)\) alone. If the factor is quoted relative to a reference line, also divide by the same ratio for the reference line.

## The distribution for linear polarisation

Assume one-photon ionisation in the electric-dipole approximation. Let \(\boldsymbol\epsilon\) be the unit polarisation vector and \(\mathbf k\) the unit vector along the emitted electron. The amplitude is linear in \(\boldsymbol\epsilon\), so the rate has the form

\[
R=\sum_{ij}\epsilon_i\epsilon_j^*\,T_{ij}(\mathbf k).
\]

The tensor \(T\) includes the sum over undetected quantum numbers and the average over target orientations. After that average, \(\mathbf k\) is the only direction left in \(T\). Put the \(z\) axis along \(\mathbf k\) for a moment. Invariance under rotation about \(z\) requires \(T_{xx}=T_{yy}\), \(T_{xy}=-T_{yx}\), and no elements linking \(z\) to \(x\) or \(y\). The element \(T_{zz}\) is free.

The antisymmetric part \(T_{xy}\) changes sign under reflection in a plane containing \(\mathbf k\), so it vanishes for achiral targets. For real \(\boldsymbol\epsilon\) it drops out in any case, because \(\epsilon_i\epsilon_j\) is symmetric. What remains is

\[
R=A\,|\boldsymbol\epsilon|^2+B\,|\boldsymbol\epsilon\cdot\mathbf k|^2 . \tag{2}
\]

For linear polarisation \(\boldsymbol\epsilon\cdot\mathbf k=\cos\theta\). With \(P_2(x)=(3x^2-1)/2\), we have \(\cos^2\theta=[1+2P_2(\cos\theta)]/3\), and therefore

\[
R=\left(A+\frac B3\right)+\frac{2B}{3}P_2(\cos\theta).
\]

The mean of \(P_2\) over the sphere is zero. Division by the mean rate \(A+B/3\) gives

\[
W_{\rm lin}=1+\beta P_2(\cos\theta),\qquad
\beta=\frac{2B/3}{A+B/3}. \tag{3}
\]

A rate cannot be negative. At \(\theta=0\) this requires \(1+\beta\ge0\), and at \(\theta=90^\circ\) it requires \(1-\beta/2\ge0\). Hence \(-1\le\beta\le2\).

## Where beta comes from

In a central potential without spin-orbit effects, an s electron leaves as a p wave. The amplitude is proportional to \(\boldsymbol\epsilon\cdot\mathbf k\), so \(A=0\) and \(\beta=2\).

A p subshell shows how interference changes this value. Its three orbitals have angular parts \(\hat r_j\), with \(j=x,y,z\). The dipole operator produces

\[
(\boldsymbol\epsilon\cdot\hat{\mathbf r})\hat r_j
=\frac{\epsilon_j}{3}+\left[(\boldsymbol\epsilon\cdot\hat{\mathbf r})\hat r_j-\frac{\epsilon_j}{3}\right].
\]

The first term is an s wave and the bracket is a d wave. Let their real radial amplitudes be \(S\) and \(D\), and their phase difference \(\Delta\). A partial wave of angular momentum \(l\) also carries \((-i)^l\), which gives the d wave a relative minus sign. With real \(\boldsymbol\epsilon\) and \(c=\boldsymbol\epsilon\cdot\mathbf k\), the amplitude in direction \(\mathbf k\) is

\[
a_j=u\,\epsilon_j-v\,c\,k_j,\qquad
u=\frac{S+De^{i\Delta}}3,\qquad v=De^{i\Delta}.
\]

The three orbitals contribute incoherently:

\[
\sum_j|a_j|^2=|u|^2+c^2\left[|v|^2-2\,{\rm Re}(u^*v)\right].
\]

Since \({\rm Re}(u^*v)=(D^2+SD\cos\Delta)/3\), comparison with equation (2) gives

\[
A=\frac{S^2+D^2+2SD\cos\Delta}{9},\qquad
B=\frac{D^2-2SD\cos\Delta}{3}.
\]

Thus \(A+B/3=(S^2+2D^2)/9\), and

\[
\beta=\frac{2D^2-4SD\cos\Delta}{S^2+2D^2}. \tag{4}
\]

A pure s wave gives \(\beta=0\) and a pure d wave gives \(\beta=1\). Interference can carry \(\beta\) outside that interval. For example, \(S=0.4\), \(D=1.0\), \(\Delta=2.0\) rad give \(\beta=1.23\), while \(S=0.9\), \(D=0.7\), \(\Delta=0.3\) rad give \(\beta=-0.80\). Since \(S\), \(D\) and \(\Delta\) depend on electron energy, \(\beta\) must be taken at the photon energy in use.

## Averaging over transverse polarisations

Let \(\mathbf n\) be the direction of photon travel. Choose \(\mathbf e_1\) perpendicular to \(\mathbf n\) in the plane of \(\mathbf n\) and \(\mathbf k\), and \(\mathbf e_2\) perpendicular to both \(\mathbf n\) and \(\mathbf e_1\). Then

\[
\mathbf k=\cos\gamma\,\mathbf n+\sin\gamma\,\mathbf e_1,\qquad
\boldsymbol\epsilon=\cos\chi\,\mathbf e_1+\sin\chi\,\mathbf e_2,
\]

so that \(\cos\theta=\boldsymbol\epsilon\cdot\mathbf k=\sin\gamma\cos\chi\).

An unpolarised beam has all azimuths \(\chi\) with equal weight and no fixed phase relation between them. Intensities are therefore averaged, not amplitudes. The mean of \(\cos^2\chi\) is \(1/2\), which gives

\[
\langle\cos^2\theta\rangle=\frac{\sin^2\gamma}{2}.
\]

Insertion into equation (3) yields

\[
\begin{aligned}
W&=1+\beta\left(\frac32\cdot\frac{\sin^2\gamma}{2}-\frac12\right)\\
&=1+\frac{\beta}{4}\left(3\sin^2\gamma-2\right)\\
&=1+\frac{\beta}{4}\left(1-3\cos^2\gamma\right),
\end{aligned}
\]

which is equation (1). It can also be written

\[
W=1-\frac{\beta}{2}P_2(\cos\gamma). \tag{5}
\]

Compared with linear polarisation, the coefficient is halved and its sign reversed. The sign changes because the reference axis has moved from the electric field to the beam, which is perpendicular to the field. An electron that favours the field direction avoids the beam direction.

The two ends of the range of \(\beta\) make this visible. For \(\beta=2\), \(W=\tfrac32\sin^2\gamma\): nothing is emitted along the beam, where every allowed field is perpendicular to \(\mathbf k\). For \(\beta=-1\), \(W=\tfrac34(1+\cos^2\gamma)\), which is largest along the beam.

Circular light has \(\boldsymbol\epsilon=(\mathbf e_1\pm i\mathbf e_2)/\sqrt2\) and \(|\boldsymbol\epsilon\cdot\mathbf k|^2=\sin^2\gamma/2\). By equation (2), achiral targets give the same \(W\). Chiral targets can add an antisymmetric term for circular light, but this term cancels for an unpolarised beam, whose averaged \(\epsilon_i\epsilon_j^*\) is symmetric.

## The magic angle and its tolerance

The coefficient of \(\beta\) vanishes when

\[
\cos^2\gamma=\frac13,\qquad \gamma=54.74^\circ\ \text{or}\ 125.26^\circ .
\]

An instrument with \(\psi=54.74^\circ\) works at \(\gamma=125.26^\circ\). At either angle \(W=1\) for every \(\beta\), and the angle-integrated cross-section can be used directly. The angle equals the one measured from the field in linear polarisation because both distributions contain \(P_2\), but the axes differ.

A misalignment spoils the cancellation at first order, because the slope is not zero at the magic angle:

\[
\frac{dW}{d\gamma}=\frac{3\beta}{4}\sin2\gamma .
\]

At \(54.74^\circ\), \(\sin2\gamma=2\sqrt2/3\), so the slope is \(\beta/\sqrt2\) per radian. At \(125.26^\circ\) it has the opposite sign.

## Worked example: 2s and 2p lines in the regime of copper

Take a photon energy of 1487 eV, as for an aluminium K-alpha source, and a 2s binding energy of 1100 eV. The 2s kinetic energy is \(1487-1100=387\) eV. Set \(\beta=2\) for 2s and \(\beta=1.4\) for 2p. The energies and the 2p value are rough, round model inputs in the regime of copper, not results for copper metal.

At \(\gamma=90^\circ\), \(W=1+\beta/4\), so

\[
W_{2s}=1+\frac{2}{4}=1.50,\qquad
W_{2p}=1+\frac{1.4}{4}=1.35 .
\]

If both factors are omitted, the 2s/2p ratio is wrong by the factor \(1.50/1.35=1.11\). At \(135^\circ\), \(\cos^2\gamma=1/2\) and \(W=1-\beta/8\), which gives 0.750 and 0.825.

| \(\gamma\) | \(W_{2s}\) | \(W_{2p}\) | false 2s/2p factor |
|---|---|---|---|
| 90° | 1.500 | 1.350 | 1.111 |
| 110° | 1.325 | 1.227 | 1.079 |
| 125.26° | 1.000 | 1.000 | 1.000 |
| 135° | 0.750 | 0.825 | 0.909 |

The single intensities change much more than their ratio because both values of \(\beta\) are positive. A line with small or negative \(\beta\) would not share this partial cancellation. Moving from \(54.74^\circ\) to \(55.74^\circ\) raises \(W_{2s}\) by 2.5% and \(W_{2p}\) by 1.7%, so the ratio moves by about 0.7%.

## Conditions that a real instrument can break

### Partial polarisation

Let the beam have degree of linear polarisation \(P\), with fractions \((1+P)/2\) and \((1-P)/2\) of its intensity along two perpendicular axes. Let \(\varphi\) be the azimuth of \(\mathbf k\) about the beam, measured from the stronger axis. Then

\[
\begin{aligned}
\langle\cos^2\theta\rangle
&=\frac{\sin^2\gamma}{2}\left[(1+P)\cos^2\varphi+(1-P)\sin^2\varphi\right]\\
&=\frac{\sin^2\gamma}{2}\left(1+P\cos2\varphi\right),
\end{aligned}
\]

and equation (3) gives

\[
W=1-\frac{\beta}{4}(3\cos^2\gamma-1)+\frac{3\beta}{4}P\sin^2\gamma\cos2\varphi . \tag{6}
\]

At the magic angle \(\sin^2\gamma=2/3\), which leaves \(W=1+\tfrac12\beta P\cos2\varphi\). The dependence on \(\beta\) returns unless \(\varphi\) is \(45^\circ\) or an equivalent azimuth.

A crystal monochromator polarises the beam. In the kinematic model, the field component in the plane of diffraction is reflected with relative intensity \(\cos^2 2\theta_B\), where \(\theta_B\) is the Bragg angle. For a rough \(\theta_B=78^\circ\) this is 0.835, so

\[
P=\frac{1-0.835}{1+0.835}=0.090 .
\]

The kinematic model suits a strongly imperfect crystal. In a nearly perfect crystal with weak absorption, dynamical diffraction brings the intensity ratio closer to \(|\cos2\theta_B|=0.914\), and \(P\) closer to 0.045. The shifts that follow use the kinematic value and are upper estimates for such a crystal.

At the magic angle the largest shifts are \(\pm9.0\%\) for 2s and \(\pm6.3\%\) for 2p. The ratio is multiplied by 1.025 for \(\cos2\varphi=1\) and by 0.971 for \(\cos2\varphi=-1\). With a monochromator, equation (6) should replace equation (1).

### Acceptance cone

Let the analyser accept a round cone of half-angle \(\alpha\) with uniform efficiency. For rays at a fixed offset from the axis, with cosine \(x\), the average over azimuth is

\[
\langle\cos^2\gamma'\rangle=x^2\cos^2\gamma+\tfrac12(1-x^2)\sin^2\gamma .
\]

Substitution into \(P_2\) gives \(\langle P_2(\cos\gamma')\rangle=P_2(x)P_2(\cos\gamma)\). The remaining average over solid angle is

\[
\frac{1}{1-\cos\alpha}\int_{\cos\alpha}^{1}P_2(x)\,dx
=\frac{\cos\alpha\,(1+\cos\alpha)}{2}.
\]

For \(\alpha=10^\circ\) the factor is 0.977. It multiplies \(\beta\) and leaves the magic angle in place.

### Elastic scattering in the sample

Scattering mixes emission directions before the electron leaves a solid. The size was estimated for a laterally uniform half-space with emitters at all depths, uniform illumination and detection along the surface normal. At each interaction the electron is redirected isotropically with probability 0.2, an illustrative albedo that is low for copper, and is otherwise lost from the peak.

The signal was computed from 400,000 random walks traced backwards from the detector. Each walk enters along the normal and takes exponentially distributed free paths. At every interaction point it scores the emission that would travel back along the walk; its weight is then multiplied by 0.2 and a new direction is drawn. A walk stops on leaving the surface.

Isotropic emitters give a signal of 1.206 mean free paths, of which the unscattered part is 1. If scattered electrons carried no anisotropy, \(\beta\) would be multiplied by \(1/1.206=0.829\). The full calculation gives a factor of 0.823, with a sampling error of about 0.001, so their net anisotropic contribution is small and slightly negative. With the same albedo for both lines, the 2s/2p factor at \(90^\circ\) becomes

\[
\frac{1+0.823\times2/4}{1+0.823\times1.4/4}=1.096
\]

instead of 1.111. Copper scatters more strongly than this. Inelastic mean free paths of roughly 8 and 10 Å and transport mean free paths of roughly 13 and 19 Å at the 2s and 2p kinetic energies give albedos of about 0.35 to 0.38. The same model then multiplies \(\beta\) by about 0.67 and 0.69, and the factor falls to about 1.07.

For normal emission the scattering problem is symmetric about \(\mathbf k\). The azimuthal average used for the cone then applies to every initial emission direction, and the whole anisotropy stays proportional to \(P_2(\cos\gamma)\). The magic angle survives in this model. For oblique emission the symmetry is absent and the argument fails, although the residue in this model is small: with the beam along the normal, emission at the magic angle and \(\beta=2\), \(W\) differs from 1 by about 0.7% for albedo 0.2 and about 1% for albedo 0.35.

### Photon momentum

The dipole approximation neglects the photon momentum. Its effect can be estimated for a hydrogen-like 1s orbital \(\phi\propto e^{-Zr}\) and a plane-wave final state of momentum \(\mathbf p\), in atomic units. Let \(\boldsymbol\kappa=(\omega/c)\mathbf n\) be the photon momentum and \(\mathbf q=\mathbf p-\boldsymbol\kappa\). Integration by parts gives

\[
\int e^{-i\mathbf q\cdot\mathbf r}\,\boldsymbol\epsilon\cdot\nabla\phi\,d^3r
=i\,\boldsymbol\epsilon\cdot\mathbf p\;\tilde\phi(q),\qquad
\tilde\phi(q)\propto\frac{1}{(Z^2+q^2)^2},
\]

where \(\boldsymbol\epsilon\cdot\boldsymbol\kappa=0\) was used. Energy conservation reads \(p^2+Z^2=2\omega\), and the electron speed is \(v=p\), so

\[
Z^2+q^2=2\omega\left[1-\frac vc\cos\gamma+\frac{\omega}{2c^2}\right].
\]

Neglecting the last term, squaring the amplitude and averaging over polarisation gives

\[
W\propto\frac{\sin^2\gamma}{[1-(v/c)\cos\gamma]^4}
\approx\sin^2\gamma\left(1+4\frac vc\cos\gamma\right).
\]

The new term is odd in \(\cos\gamma\) and does not vanish at the magic angle. For the 387 eV electron \(v/c=0.0389\), so its size there is \(4\times0.0389/\sqrt3=9.0\%\). It raises the signal at \(54.74^\circ\) and lowers it at \(125.26^\circ\), relative to the mean of the two.

This value belongs to the 1s model and should not be used as a correction for copper 2s. The plane wave is not the weak point: exact Coulomb waves give the same coefficient \(4v/c\) for a hydrogen-like 1s orbital. The orbital and the potential are what matter. At 387 eV a hydrogen-like 2s orbital of the same binding energy gives about 2.3% at the magic angle, and a 2s orbital in a screened central potential for the copper atom gives about 2.7%. In the screened potential the term depends strongly on energy: it is about 8% at 200 eV, passes through zero near 600 eV and is slightly negative at 1000 eV. No corresponding value was computed for 2p, so the effect on the ratio remains open.

### Setting the model beside copper

For these inputs, the magic angle removes a false ratio factor, 1.11 for free atoms and about 1.07 once elastic scattering in copper is included, present at \(90^\circ\), but it does not guarantee single intensities to a few per cent. Monochromator polarisation can shift the 2s intensity by up to 9% in the kinematic model, and by less with a nearly perfect crystal. Photon momentum adds a further asymmetry, about 3% for 2s at this energy in a screened atomic model, well below the 9% of the 1s model. In a single crystal of copper, diffraction of the outgoing electron also makes the intensity depend on crystal direction, which breaks the assumption of random orientation. That effect and refraction at the surface are not sized here; equation (1) should not be used to interpret angular structure from a single crystal.
